Quasi-Landau Resonance Spacing in Hydrogen: A Planar WKB Model

**Quasi-Landau resonances: a written exchange**

**Q.** We excite hydrogen in a field of 6 T and scan through the zero-field ionization limit. At low resolution we see broad, regular maxima. What sets their spacing?

**A.** The classical orbit that leaves the nucleus perpendicular to the field and returns to it. I take an infinitely heavy nucleus and drop spin, which is a constant shift when spin–orbit coupling is neglected. With B along z and A = B×r/2, the kinetic term (p+eA)²/2m_e gives a cross term eBL_z/2m_e and a square e²B²ρ²/8m_e. Dividing by Ry = ħ²/(2m_e a0²), with lengths in a0 and γ = B/B0, B0 = ħ/(ea0²),

H = p² − 2/r + γL_z + γ²ρ²/4, ħω_c = ħeB/m_e = 2γ.

Here ħ = 1 and the mass is 1/2. At fixed m the term γL_z is a constant, so E below means the energy minus γm. The force along z vanishes at z = 0, so an orbit started in that plane stays there. The planar model quantises this motion alone:

−(1/ρ)(ρR′)′ + (m²/ρ² − 2/ρ + γ²ρ²/4)R = ER.

With ρ = e^y we have ρ d/dρ = d/dy, and multiplying by −ρ² removes the first derivative:

R_yy + ρ²p²R = 0, p² = E + 2/ρ − γ²ρ²/4 − m²/ρ².

The WKB phase is ∫ρp dy = ∫p dρ between turning points a and b. At b the Airy solution that decays outward gives R ∝ cos(∫_ρ^b p dρ − π/4). Near the nucleus E and γ drop out, and w = √(8ρ), with d/dy = (w/2)d/dw, gives

w(wR_w)_w + (w² − 4m²)R = 0,

so R = J_2|m|(w), which tends to cos(w − |m|π − π/4). In the same region dρ/ρ = 2dw/w, so

∫_a^ρ p dρ = ∫√(w² − 4m²) dw/w = √(w² − 4m²) − 2|m| arccos(2|m|/w) → w − |m|π.

The inner solution is therefore cos(∫_a^ρ p dρ − π/4), for m = 0 (a = 0) as well. The two cosines agree up to sign when their arguments add to nπ:

I(E) = ∫_a^b p dρ = (n + ½)π.

The matching needs a region with w ≫ 1 in which 2/ρ still dominates both E and γ²ρ²/4, that is b ≫ 1 and |E| ≪ 1. Differentiate with respect to n. The end-point terms vanish because p = 0 there, or because a = 0 is fixed, so I′ = ∫dρ/(2p). Since the velocity is dρ/dt = 2p, the time out and back is T = 2∫dρ/(2p) = 2I′, and

dE/dn = π/I′ = 2π/T.

At E = 0, m = 0, p vanishes at ρ0 = 2γ^(−2/3), and p = √(2/ρ) √(1 − u²) with u = (ρ/ρ0)^(3/2). Then √ρ dρ = (2/3)ρ0^(3/2) du and ρ0^(3/2) = 2√2/γ, so

I′ = (1/(2√2)) (2/3)(2√2/γ) ∫_0^1 du/√(1 − u²) = (2/(3γ))(π/2) = π/(3γ),

dE/dn = 3γ = (3/2)ħω_c, T = 2π/(3γ) = (2/3)T_c,

where T_c = π/γ is the cyclotron period.

**Q.** Why a pure number? I expected the nuclear charge to enter.

**A.** Replace −2/ρ by −k/ρ^s with 0 ≤ s < 2. At E = 0, m = 0 we have (dρ/dt)² = 4kρ^(−s) − γ²ρ². For v = ρ^(1+s/2), (dv/dt)² = (1+s/2)²ρ^s (dρ/dt)², hence

(dv/dt)² = (1+s/2)²(4k − γ²v²).

This is a harmonic oscillator of frequency Ω = (1+s/2)γ, in which k sets only the amplitude. Starting from v = 0 it returns after half a period, π/Ω, so the spacing is 2Ω = (1+s/2)ħω_c. For s = 0 the constant k acts as a positive energy and the Landau spacing results; the Coulomb power s = 1 gives 3/2. A larger charge enlarges the orbit and speeds the electron in proportion. Quadrature for four powers and two strengths confirms this.

**Q.** Our maxima close up slowly toward higher energy. Is the ladder not uniform?

**A.** It is not; 3/2 is the local value at E = 0. For m = 0, γ = 0 and E = −κ², put ρ = (2/κ²)sin²θ, so p = κ cot θ and I = (4/κ)∫cos²θ dθ = π/κ. This gives E = −1/(n+½)² and the Kepler spacing 2|E|^(3/2). Without the Coulomb term, ρ = (2√E/γ)sin θ gives I = πE/(2γ), so E = γ(2n+1) with spacing ħω_c. In between, scale ρ = γ^(−2/3)x, ε = Eγ^(−2/3), λ = |m|γ^(1/3), so that I = γ^(−1/3)J(ε,λ) and the spacing in units of ħω_c is π/(2J_ε). At ε = λ = 0, with x = 2t and η = t³,

J = 2∫_0^1 t^(−1/2)(1 − t³)^(1/2) dt = (2/3)B(1/6, 3/2) = 3.64298,

so n + ½ = 1.1596 γ^(−1/3) at E = 0, and γ^(1/3) ≪ 1 is the WKB condition.

For the slope at λ = 0, write J_ε = ½∫_0^β x^(1/2)(2 + εx − x³/4)^(−1/2) dx with β³/4 = 2 + εβ. At ε = 0 this gives β = 2 and 3 dβ/dε = 2. Setting x = βt fixes the limits:

J_ε = ½β^(3/2) ∫_0^1 t^(1/2) [2(1 − t³) + εβ(t − t³)]^(−1/2) dt.

The prefactor contributes (3/2)(1/3)(π/3) = π/6 to J_εε. The bracket contributes ½·2^(3/2)·(−½)·2·2^(−3/2) K = −K/2, where

K = (1/3)∫_0^1 (η^(−1/6) − η^(1/2))(1 − η)^(−3/2) dη.

With the last exponent replaced by c − 1, the integral is B(5/6,c) − B(3/2,c) for c > 0. Both sides are analytic for c > −1, because the numerator vanishes at η = 1, so the equality holds at c = −½. With Γ(−½) = −2√π, B(3/2,−½) = −π, the π/6 cancels, and

J_εε = −B(5/6,−½)/6 = √π Γ(5/6)/(3Γ(1/3)) = 0.24894.

For m ≠ 0, J_ε = ∫x dx/(2√P) with P = −x⁴/4 + εx² + 2x − λ². This is half of a loop integral round the cut between the turning points, and on a fixed loop one may differentiate: ∂/∂λ² turns the integrand into xP^(−3/2)/4. At ε = λ = 0, P = 4t(1 − t³), which gives (1/8)t^(−1/2)(1 − t³)^(−3/2)dt. The singularity at 0 is integrable, so the loop can start and end there. With exponent c − 1 such a loop equals (1 − e^(2πic)) times the line integral (1/24)B(1/6,c), analytically in c, and the factor is 2 at c = −½. Thus

∂J_ε/∂λ² = Γ(1/6)Γ(−½)/(24Γ(−1/3)) = 0.20239.

Inverting J_ε = π/3 + small terms, to first order,

(dE/dn)/ħω_c = (3/2)(1 − 0.23772 ε − 0.19327 λ²).

One level raises ε by 3γ^(1/3), so each gap is smaller than the one below by the fraction 3 × 0.23772 γ^(1/3). Quadrature for m = 0 gives 2.113, 1.500, 1.272 and 1.017 at ε = −1, 0, 1 and 20. The decrease was tested on a grid from ε = −5 to 20, not proved in general.

**Q.** What does this give at 6 T?

**A.** γ = 6/235051.8 = 2.55263×10⁻⁵ and γ^(1/3) = 0.029444. The spacing is 3γ = 7.658×10⁻⁵ Ry = 8.40 cm⁻¹, against ħω_c = 5.105×10⁻⁵ Ry = 5.60 cm⁻¹. The orbit reaches ρ0 = 2/0.029444² = 2307 a0 (122 nm) and returns after T = 2.0944/γ = 8.205×10⁴ ħ/Ry = 3.97 ps. At E = 0, n + ½ = 1.1596/0.029444 = 39.383, so level 39 lies at about 3γ(39.5 − 39.383) = 0.35γ.

Diagonalising the planar equation for m = 0 puts levels 38, 39 and 40 at −2.6731γ, 0.3518γ and 3.3145γ. WKB gives −2.6749γ, 0.3501γ and 3.3128γ, low by 6×10⁻⁴ of the spacing 3γ. The exact gaps are 1.5125 and 1.4813 ħω_c, on either side of 3/2, a drift of 2.06 % of the first gap; the first-order formula gives 3 × 0.23772 × 0.029444 = 2.10 %. For |m| = 1 the spacing is 1.5(1 − 0.19327 × 0.029444²) = 1.49975 ħω_c.

E = 0 is not quite the threshold. Far out along z the electron still carries the lowest Landau energy, so ionization starts at E = γ(|m|+1). For m = 0 that is ε = γ^(1/3), where the formula gives 1.5(1 − 0.0070) = 1.4895 and quadrature 1.4897.

**Q.** The atom is three-dimensional. Are these planar levels eigenstates of it?

**A.** No. H does not separate in ρ and z, and for ε ≥ 0 the orbit is unstable, as shown next. To pass through the collision take m = 0, scaled variables, and ρ = μν, z = (μ² − ν²)/2, so μ² + ν² = 2r. Then dρ² + dz² = (μ²+ν²)(dμ²+dν²) and p² = (p_μ²+p_ν²)/(μ²+ν²). Multiplying H = ε by μ² + ν²,

p_μ² + p_ν² − ε(μ²+ν²) + μ²ν²(μ²+ν²)/4 = 4.

On the energy shell the gradient of the left side is μ² + ν² times that of H, so it generates the same orbits in a time τ with dt = (μ²+ν²)dτ. Let q = (μ+ν)/√2 and ξ = (μ−ν)/√2, so that z = qξ, μν = (q²−ξ²)/2 and the plane is ξ = 0. The last potential term is (q²−ξ²)²(q²+ξ²)/16 = q⁶/16 − q⁴ξ²/16 + O(ξ⁴). Hamilton's equations dξ/dτ = 2p_ξ and dp_ξ/dτ = (q⁴/8 + 2ε)ξ give

d²ξ/dτ² = (q⁴/4 + 4ε)ξ.

For ε ≥ 0 this repels throughout. Let M map (ξ, p_ξ) over one return. Starting from (1,0), ξ grows, so M11 > 1; starting from (0,1), p_ξ grows and ξ > 0, so M22 > 1 and M12 > 0. The trace exceeds 2, which means instability. Integration at ε = 0 gives M12 = 3.548 and a trace of 4.0000; I have not derived why it appears to be an integer.

**Q.** Then why do we see the planar spacing at all?

**A.** Because absorption probes recurrences. Let χ be the dipole operator acting on the initial state, and f_k = |⟨k|χ⟩|². The strength density D(E) = Σ f_k δ(E − E_k) and C(t) = ⟨χ|e^(−iHt)|χ⟩ = Σ f_k e^(−iE_k t) are related by

D(E) = (1/2π)∫C(t)e^(iEt) dt.

Since χ sits at the nucleus, C is appreciable at t ≈ 0, giving a smooth background, and when an orbit brings the wave back. At leading semiclassical order the wave returning along the planar orbit has gained the phase 2I(E) and adds a term A cos(2I + φ), whose frequency in E is 2I′ = T. The constant φ jumps only where neighbouring orbits refocus on the nucleus, M12 = 0, which is excluded for ε ≥ 0 and, by continuity, just below. Successive maxima then obey ΔI = π, the planar rule for the spacing. The ½ was derived for the plane only and does not fix φ. Gaussian resolution σ multiplies C by exp(−σ²t²/2) and so suppresses longer returns.

The program tests this in three dimensions for 1s → m = 1 at the round value γ = 10⁻³ (235 T), chosen to keep the basis small. With σ = 0.8594γ, σT = 0.8594 × 2.0944 = 1.8, and the second return is damped relative to the first by exp(−3 × 1.8²/2) ≈ 0.008. After division by a background smoothed with the wider σ = 2.1486γ, the maxima lie at E/γ = −2.24, 0.80, 3.64 and 6.35, two on each side of the threshold 2γ, where I/π = 9.880, 10.878, 11.873 and 12.870. The steps are 0.998, 0.995 and 0.997; the test allowed 0.05 from unity. The fractional part is about 0.87–0.88 at this σ (0.86–0.87 for σT = 1.5 and 0.88–0.89 for σT = 2.2, the maxima moving by up to 0.04γ), not ½, so the planar model misplaces the maxima by over a third of a spacing while spacing them correctly. The gaps are 1.520, 1.420 and 1.355 ħω_c against WKB values 1.524, 1.426 and 1.357, and a straight line through them gives 1.494 at E = 0. For m = 1, λ² = γ^(2/3) = 0.01, so the planar value there is 1.5(1 − 0.19327 × 0.01) = 1.497. The spacing curve is convex, so the intercept of the line is better compared with the same line through the three WKB values, which gives 1.499. The energy grid of 0.01γ limits a single gap to about 0.005 ħω_c, but the shortfall is not grid noise: with the maxima interpolated between grid points, each gap lies about 0.004 ħω_c (0.3 %) below the planar value, and it stays below it, by 0.002 to 0.005, for σT from 1.5 to 2.2. This small departure from the leading-order rule ΔI = π is not derived here. A smaller basis on the same radial mesh put the maxima on the same grid points, which bounds their shift by about one grid step, 0.003 of a spacing. Their heights above the background fall from 17 % to 6 %. Much of this is the resolution: T grows with E, so exp(−σ²T²/2) drops from 0.23 to 0.13 across the four maxima, and with it divided out the heights fall only from 0.71 to 0.47. The amplitude A is not derived here.

Between −9γ and −6γ the same symmetry class holds 5 levels while the planar n advances by 0.79, so a maximum is an envelope over several levels, or over a continuum above threshold.

**Q.** When should we not expect 1.5?

**A.** When |ε| or λ² is not small: the planar spacing is then π/(2J_ε), with which the three-dimensional maxima were compared only for m = 1 and ε between −0.23 and 0.64; when γ^(1/3) is not small, since the drift is already 7 % per level at γ = 10⁻³; when σT is small enough for longer closed orbits to add their own periods; and when χ has a node at z = 0, as for excitation of 1s with light polarised along B, so that the leading-order amplitude launched along the planar orbit vanishes and only a weaker, higher-order modulation of this period can remain. The finite nuclear mass and the motional electric field v×B on an atom crossing B lie outside this Hamiltonian. That field is not always negligible: at 6 T and 1000 m/s it is 60 V/cm, which over the length ρ0 amounts to 5.9 cm⁻¹, comparable with the spacing. The figures for 6 T therefore hold for atoms that move slowly or along B.

Calculated quantities

```
J(0,0) = 3.642976, J/pi = 1.15960, Jp(0,0) = 1.047198 (scaled)
J_ee = 0.248945, (3/pi)J_ee = 0.23772 (scaled)
dJp/dlam^2 = 0.202388, (3/pi) times it = 0.19327 (scaled)
eps: -2 -1 -0.5 0 0.5 1 2 5 20
spacing/hw_c: 3.4762 2.1130 1.7327 1.5000 1.3597 1.2722 1.1754 1.0775 1.0165
power s = 0.0: zero-energy spacing/hw_c = 1.000000
power s = 0.5: zero-energy spacing/hw_c = 1.250000
power s = 1.0: zero-energy spacing/hw_c = 1.500000
power s = 1.5: zero-energy spacing/hw_c = 1.750000
orbit: gam*T = 2.094395 hbar/Ry, T/T_c = 0.666667
orbit: monodromy trace = 4.0000, M12 = 3.5483 (scaled)
B0 = 235051.8 T, B = 6.0 T, gam = 2.55263e-05, gam^(1/3) = 0.029444
hw_c = 5.10526e-05 Ry = 5.6024 cm^-1
spacing at E=0: 7.65789e-05 Ry = 8.4036 cm^-1
rho0 = 2306.9 a0 = 122.1 nm
T = 82048.5 hbar/Ry = 3.9693 ps; T_c = 123072.8 hbar/Ry
n+1/2 at E=0, m=0: 39.3832
planar m=0: n, E_WKB/gam, E_exact/gam (Ry), exact gap to n+1 in hw_c
  37 -5.7695 -5.7677 1.5473
  38 -2.6749 -2.6731 1.5125
  39 0.3501 0.3518 1.4813
  40 3.3128 3.3145 1.4534
  41 6.2196 6.2213 1.4282
drift per level: formula 0.02100, exact gaps 38-39-40 0.02059
planar m=0: max WKB error 6.2e-04 spacings; exact dE/dn(0) = 1.5000 hw_c
planar m=1: max WKB error 6.2e-04 spacings; exact dE/dn(0) = 1.4997 hw_c
WKB spacing m=1, E=0: 1.49975 hw_c; m=0 at E=gam: 1.48966 hw_c
3D: gam = 0.001, B = 235.1 T, basis 1346 (check basis 823), m = 1
3D: sigma = 0.8594 gam, background sigma = 2.1486 gam (Ry)
3D: lowest level + 0.25 = 5.9998e-06 Ry; threshold E = 2.0e-03 Ry
3D maxima: E/gam (Ry), relative height, I/pi
  -2.24 0.1661 9.880
  0.80 0.1110 10.878
  3.64 0.0794 11.873
  6.35 0.0600 12.870
3D gaps: midpoint E/gam (Ry), gap/hw_c, WKB dE/dn/hw_c
  -0.72 1.520 1.524
  2.22 1.420 1.426
  4.99 1.355 1.357
3D gap interpolated to E=0: 1.494 hw_c; basis shift 0.000 spacings
levels in -9 gam<E<-6 gam: 3D 5, planar WKB increment of n 0.791
drift per level at gam = 0.001: 0.0713
```
